\section*{Contraction identities for Dirac matrices in d dimensions and their finite remainders, part 2}

Loop calculations with photons produce products of Dirac matrices enclosed between two matrices whose index is summed. In dimensional regularization this sum gives terms proportional to $4-d$, which matter when the loop integral that multiplies them diverges as $d\to4$. The problem here is to find what these terms contribute to the one-loop electron self-energy, to vertex corrections and to the electron mass.

The Dirac matrices obey $\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}\mathbf 1$, with metric signature $(+,-,\ldots,-)$ and $g^\mu{}_\mu=d$. The unit matrix $\mathbf 1$ is often omitted, and $\slashed p=p_\mu\gamma^\mu$. The dimension is $d=4-2\epsilon$, so that $4-d=2\epsilon$. Units with $\hbar=c=1$ are used. The charge $e$ obeys $e^2=4\pi\alpha$, where $\alpha$ is the fine-structure constant. The electron has momentum $p$ and mass $m$.

The contraction identities needed are
\begin{align}
\gamma^\mu\gamma_\mu&=4-(4-d),\nonumber\\
\gamma^\mu\gamma^a\gamma_\mu&=-2\gamma^a+(4-d)\gamma^a,\nonumber\\
\gamma^\mu\gamma^a\gamma^b\gamma_\mu&=4g^{ab}-(4-d)\gamma^a\gamma^b,\nonumber\\
\gamma^\mu\gamma^a\gamma^b\gamma^c\gamma_\mu&=-2\gamma^c\gamma^b\gamma^a+(4-d)\gamma^a\gamma^b\gamma^c .
\label{summary}
\end{align}

Two contraction rules are compared. In the first, the photon index has $d$ components and (\ref{summary}) holds as written. In the second it has four components, and the terms in $4-d$ are absent if its range contains the enclosed matrices. The $d$-dimensional space of the momenta is then treated formally as a subspace of the four-dimensional one, and a $\gamma^a$ outside this subspace anticommutes with the matrices inside it. Contractions that arise from averaging over a loop momentum remain $d$-dimensional under both rules.

For integer $d$ and a product $\Gamma_n$ of $n\le d$ Dirac matrices with different indices, counting signs gives the factors tabulated at the end:
\begin{align}
\gamma^\mu\Gamma_n\gamma_\mu
&=\left[(-1)^n(d-n)+(-1)^{n-1}n\right]\Gamma_n\nonumber\\
&=(-1)^n(d-2n)\Gamma_n .
\label{count}
\end{align}

\subsection*{(g) The divergent integral}

\emph{Problem.} For $\Delta>0$ and Euclidean momentum $l$, evaluate
\begin{equation}
L=\int\!\frac{d^dl}{(2\pi)^d}\frac{1}{(l^2+\Delta)^2},\quad
K=\int\!\frac{d^dl}{(2\pi)^d}\frac{l^2}{(l^2+\Delta)^3},
\end{equation}
and find the limit of $(4-d)L$ as $d\to4$.

\emph{Solution.} Take $0<d<4$, where both integrals converge. The definition of the gamma function gives $A^{-n}=\Gamma(n)^{-1}\int_0^\infty dt\,t^{n-1}e^{-tA}$. The Gaussian integral needed is a product of $d$ equal factors, continued in $d$, and its derivative with respect to $t$ supplies a factor $l^2$:
\begin{align}
\int\!\frac{d^dl}{(2\pi)^d}e^{-tl^2}&=(4\pi t)^{-d/2},\nonumber\\
\int\!\frac{d^dl}{(2\pi)^d}l^2e^{-tl^2}&=\frac{d}{2t}(4\pi t)^{-d/2}.
\end{align}
With $n=2$ and $\Gamma(2)=1$,
\begin{equation}
L=\frac{1}{(4\pi)^{d/2}}\int_0^\infty\!dt\,t^{1-d/2}e^{-t\Delta}
=\frac{\Gamma(\epsilon)}{(4\pi)^{d/2}}\Delta^{-\epsilon},
\label{log}
\end{equation}
because $2-d/2=\epsilon$. With $n=3$ and $\Gamma(3)=2$, the integrand of $K$ contains $\tfrac12t^2\cdot d/(2t)=(d/4)t$, where that of $L$ contains $t$. Hence
\begin{equation}
K=\frac d4L .
\label{ratio}
\end{equation}
Since $\epsilon\Gamma(\epsilon)=\Gamma(1+\epsilon)\to1$, the gamma function has a pole $1/\epsilon$, and
\begin{equation}
\lim_{d\to4}(4-d)L=\frac{2}{16\pi^2}.
\label{limit}
\end{equation}
The limit does not depend on $\Delta$. A term that vanishes at $d=4$ in the matrix algebra thus leaves a constant, without logarithms of masses or momenta. If it multiplies a convergent integral, it leaves nothing. If it multiplies a double pole, as can occur with more loops, $2\epsilon/\epsilon^2$ is still divergent.

\subsection*{(h) The electron self-energy}

\emph{Problem.} Derive the one-loop electron self-energy $\Sigma(p)$ in Feynman gauge, for $p^2<m^2$, as an integral over one Feynman parameter.

\emph{Solution.} Let $k$ be the electron momentum in the loop and $\mu$ the mass scale that keeps $e$ dimensionless. The vertices are $-ie\gamma^\mu$, the electron propagator is $i(\slashed k+m)/(k^2-m^2)$, and the photon propagator is $-ig_{\mu\nu}/(p-k)^2$. The usual positive infinitesimal $i0$ in the denominators is understood. With the diagram equal to $-i\Sigma$, the factors are $(-ie)^2\,i(-i)=-e^2$, so
\begin{equation}
-i\Sigma=-e^2\mu^{2\epsilon}\!\int\!\frac{d^dk}{(2\pi)^d}
\frac{\gamma^\mu(\slashed k+m)\gamma_\mu}{(k^2-m^2)(p-k)^2}.
\label{diagram}
\end{equation}
By (\ref{summary}) the numerator is $(2-d)\slashed k+dm$. The denominators are combined with $1/(AB)=\int_0^1dx\,[xA+(1-x)B]^{-2}$, where $A=(p-k)^2$ and $B=k^2-m^2$:
\begin{align}
xA+(1-x)B&=k^2-2xk\cdot p+xp^2-(1-x)m^2\nonumber\\
&=(k-xp)^2-\Delta,\nonumber\\
\Delta&=(1-x)m^2-x(1-x)p^2 .
\end{align}
Put $k=l+xp$. The term odd in $l$ integrates to zero, which leaves $dm-(d-2)x\slashed p$ in the numerator. Since $\Delta=(1-x)(m^2-xp^2)$ is positive for $p^2<m^2$ and $0\le x<1$, the contour can be rotated with $l^0=il_E^0$. Then $d^dl=i\,d^dl_E$ and $(l^2-\Delta)^2=(l_E^2+\Delta)^2$. The factor $i$ cancels against the one on the left of (\ref{diagram}), as do the two minus signs:
\begin{equation}
\Sigma=e^2\mu^{2\epsilon}\int_0^1dx\,
\left[dm-(d-2)x\slashed p\right]L(\Delta).
\label{sigma}
\end{equation}
The parameter integrals were tested at $d=3.2$ by direct integration over the momentum, without Feynman parameters. For $m^2=1$ and $p^2=-1$ both routes give $0.05363$ for $\int dx\,L$ and $0.03222$ for $\int dx\,xL$.

\subsection*{(i) Remainders in the self-energy and the vertices}

\emph{Problem.} Find what the terms in $4-d$ contribute to $\Sigma$ as $d\to4$. Do the same for the corrections to a scalar vertex $\mathbf 1$ and to the vector vertex $\gamma^a$, both at zero momentum transfer. How are the results related?

\emph{Solution.} In (\ref{sigma}) the mass term contains $-(4-d)m$ and the momentum term contains $+(4-d)x\slashed p$. By (\ref{limit}) their limits, in units of $e^2/16\pi^2$, are $-2m$ and $2x\slashed p$ before the integration over $x$. With $\int_0^1dx\,x=\tfrac12$,
\begin{equation}
\Sigma_{\rm rem}=\frac{e^2}{16\pi^2}\left(-2m+\slashed p\right).
\label{sigmarem}
\end{equation}

For the vertices, write $S=(\slashed k-m)^{-1}=(\slashed k+m)/(k^2-m^2)$ and denote the photon momentum by $q=p-k$. Equation (\ref{diagram}) becomes
\begin{equation}
\Sigma=-ie^2\mu^{2\epsilon}\!\int\!\frac{d^dq}{(2\pi)^d}
\frac{\gamma^\nu S\gamma_\nu}{q^2}.
\end{equation}
Insertion of a vertex $M$ at zero momentum transfer replaces $S$ by $SMS$. For the vector case the three vertices, two electron propagators and photon propagator supply $(-ie)^3i^2(-i)=(-ie)(-ie^2)$. After the factor $-ie$ of the lowest-order vertex is removed, the prefactor is again $-ie^2$. The scalar vertex is defined with the same prefactor, as the response of $\Sigma$ to a change of $m$:
\begin{equation}
\Lambda[M]=-ie^2\mu^{2\epsilon}\!\int\!\frac{d^dq}{(2\pi)^d}
\frac{\gamma^\nu SMS\gamma_\nu}{q^2}.
\label{vertex}
\end{equation}

At large momentum $l$ the fraction approaches $\gamma^\nu\slashed lM\slashed l\gamma_\nu/(l^2)^3$. Replacing each denominator $l^2$ by $l^2-\Delta$ removes the singularity at small $l$ without changing the ultraviolet pole. The omitted terms are either odd in $l$ or fall faster by two powers, so they converge and do not contribute once multiplied by $4-d$. Infrared poles are absent because $p^2<m^2$.

For $M=\mathbf 1$, $\slashed l\slashed l=l^2$, and the two-matrix identity gives
\begin{equation}
\gamma^\nu\slashed l\slashed l\gamma_\nu=4l^2-(4-d)l^2 .
\end{equation}
Under the rotation to Euclidean momentum, $l^2=-l_E^2$ and $(l^2-\Delta)^3=-(l_E^2+\Delta)^3$. The integral of $l^2/(l^2-\Delta)^3$ is therefore $iK=i(d/4)L$. The prefactor contributes $-ie^2\cdot i=e^2$. In units of $e^2/16\pi^2$ the correction leaves
\begin{equation}
-\frac{(4-d)d}{4\epsilon}=-(2-\epsilon)\longrightarrow-2 .
\label{scalarrem}
\end{equation}

For $M=\gamma^a$, the three-matrix identity gives
\begin{equation}
\gamma^\nu\slashed l\gamma^a\slashed l\gamma_\nu
=-2\slashed l\gamma^a\slashed l+(4-d)\slashed l\gamma^a\slashed l .
\end{equation}
Rotational symmetry permits $l^\rho l^\sigma\to g^{\rho\sigma}l^2/d$; the factor $1/d$ follows by contracting both sides. The one-matrix identity then yields $\slashed l\gamma^a\slashed l\to(2-d)\gamma^al^2/d$. Multiplication by $d/4$ from (\ref{ratio}) leaves
\begin{equation}
\frac{(4-d)(2-d)}{4\epsilon}\gamma^a=-(1-\epsilon)\gamma^a
\longrightarrow-\gamma^a .
\label{vectorrem}
\end{equation}
The first term, $-2\slashed l\gamma^a\slashed l$, has the coefficient $-2(2-d)/(4\epsilon)$ and hence the pole $1/\epsilon$. Its finite part cannot be read off from the large-momentum form, because it depends on the denominators at small $l$ and on the convergent terms left out. The remainder (\ref{vectorrem}) is free of this ambiguity, since the factor $4-d$ removes every convergent contribution as $d\to4$.

The remainders are related by differentiation. At fixed $q$, $\partial S/\partial m=SS$ and $\partial S/\partial p_a=-S\gamma^aS$. Both follow from differentiating $S(\slashed k-m)=1$. Hence
\begin{equation}
\Lambda[\mathbf 1]=\frac{\partial\Sigma}{\partial m},\qquad
\Lambda[\gamma^a]=-\frac{\partial\Sigma}{\partial p_a}.
\label{ward}
\end{equation}
Applied to (\ref{sigmarem}), these derivatives give $-2$ and $-\gamma^a$, in agreement with (\ref{scalarrem}) and (\ref{vectorrem}).

The second relation in (\ref{ward}) is the Ward identity at zero momentum transfer, by which the vertex correction matches the change in the normalization of the electron field. For $a$ among the $d$ directions of the momenta it holds for either contraction rule, since the derivatives act inside the contraction. A four-component photon also has components outside these directions, for which $\partial/\partial p_a$ does not exist. There $\slashed l\gamma^a\slashed l=-l^2\gamma^a$, the coefficient is $2d/(4\epsilon)$, and the pole is $2/\epsilon$ instead of $1/\epsilon$, so the identity does not cover these components. It fails if $\Sigma$ is computed with a $d$-component photon and the vertex with a four-component one. The mismatch is $\gamma^ae^2/16\pi^2=\gamma^a\alpha/4\pi$, a finite violation that persists at $d=4$.

\subsection*{(j) The mass shift}

\emph{Problem.} Find the shift of the electron mass to order $\alpha$, first with the $d$-dimensional contraction and then with the terms in $4-d$ omitted.

\emph{Solution.} The inverse propagator is proportional to $\slashed p-m_0-\Sigma$, where $m_0$ is the bare mass. Its zero defines the pole mass $m$, so that $m=m_0+\Sigma(\slashed p=m)$. To order $\alpha$, $m$ may be used inside $\Sigma$. On shell $\Delta=(1-x)^2m^2$. With $y=1-x$ the bracket in (\ref{sigma}) is
\begin{equation}
m\left[d-(d-2)(1-y)\right]=m\left[2+(d-2)y\right].
\end{equation}
The factor $\Delta^{-\epsilon}$ supplies $m^{-2\epsilon}y^{-2\epsilon}$. For $\epsilon<\tfrac12$ the remaining integral converges at $y=0$:
\begin{align}
\int_0^1dy\,y^{-2\epsilon}\left[2+(2-2\epsilon)y\right]
&=\frac{2}{1-2\epsilon}+\frac{2-2\epsilon}{2-2\epsilon}\nonumber\\
&=\frac{3-2\epsilon}{1-2\epsilon}=3+4\epsilon+O(\epsilon^2).
\label{shell}
\end{align}

In the MS-bar convention $\mu^2$ is replaced by $\mu^2e^{\gamma_E}/4\pi$, with $\gamma_E$ Euler's constant. The powers of $4\pi$ in (\ref{log}) then combine to $1/16\pi^2$. Because $\Gamma(\epsilon)=1/\epsilon-\gamma_E+O(\epsilon)$, the product $e^{\gamma_E\epsilon}\Gamma(\epsilon)$ is $1/\epsilon+O(\epsilon)$. With $(\mu^2/m^2)^\epsilon=1+\epsilon\ln(\mu^2/m^2)+O(\epsilon^2)$ and $e^2/16\pi^2=\alpha/4\pi$,
\begin{equation}
\Sigma(m)=\frac{\alpha m}{4\pi}
\left[\frac3\epsilon+3\ln\frac{\mu^2}{m^2}+4\right].
\label{shift}
\end{equation}

Without the terms in $4-d$, the bracket in (\ref{sigma}) is $4m-2x\slashed p$, which becomes $m(2+2y)$ on shell. The integral is now
\begin{equation}
\frac{2}{1-2\epsilon}+\frac{1}{1-\epsilon}=3+5\epsilon+O(\epsilon^2).
\end{equation}
The pole and the logarithm are unchanged, but the constant is $5$. The difference $4-5=-1$ is the on-shell value of (\ref{sigmarem}): the mass term contributes $-2$ and the momentum term $+1$.

\subsection*{(k) Size and meaning of the remainder}

\emph{Problem.} Evaluate the difference between the pole mass and the MS-bar mass at $\mu=m$. What does the constant $5$ mean, and when is its use an error?

\emph{Solution.} The MS-bar mass $\bar m$ absorbs the pole $3/\epsilon$ into $m_0$ and nothing else. At $\mu=m$ the logarithm vanishes, and (\ref{shift}) gives
\begin{equation}
m-\bar m=4\,\frac{\alpha m}{4\pi}=\frac{\alpha m}{\pi}.
\end{equation}
With $\alpha=0.00729735$ and $m=510.999$ keV, the unit is $\alpha m/4\pi=0.2967$ keV. Therefore
\begin{align}
m-\bar m&=4\times0.2967\ \text{keV}=1.19\ \text{keV},\nonumber\\
\bar m&=509.81\ \text{keV}.
\end{align}
This is a one-loop result of QED with the electron and the photon alone. Terms of order $\alpha^2$ and other interactions are left out.

With a four-component contracted index, minimal subtraction defines another mass $\hat m$, for which $m-\hat m=5\times0.2967\ \text{keV}=1.48$ keV. Thus $\hat m$ lies $0.30$ keV below $\bar m$. Both describe the same pole mass to this order, since the finite difference is absorbed in the mass parameter. At one loop this is a consistent use of the four-dimensional contraction, known as dimensional reduction.

An error arises when $\bar m$ is taken from one rule and the constant from the other. Adding $1.48$ keV to $\bar m$ would place the pole mass $0.30$ keV too high, a relative error of $\alpha/4\pi$, or about $6\times10^{-4}$. Changing $\mu$ does not remove this error if the mixed rules are retained, because the remainder has no logarithm. The contraction rule therefore has to be specified together with the subtraction that defines the mass.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Factor from contraction around n distinct matrices (dimensionless)
   d     n=0     n=1     n=2     n=3
   2     2.0     0.0    -2.0       -
   3     3.0    -1.0    -1.0     3.0
   4     4.0    -2.0     0.0     2.0
   5     5.0    -3.0     1.0     1.0
   6     6.0    -4.0     2.0     0.0
   7     7.0    -5.0     3.0    -1.0
   8     8.0    -6.0     4.0    -2.0
Largest matrix error, all identities: 0.0e+00
Self-energy integrals at d = 3.2, m = P = 1 (dimensionless)
  scalar: direct 0.05363052, formula 0.05363052
  vector: direct 0.03221631, formula 0.03221631
  vertex/log integral ratio: 0.800000
Finite remainder of the (4-d) term (units of loop factor)
  n=0, mass term         :  -2.0
  n=1, slashed momentum  :   2.0
  n=2, scalar vertex     :  -2.0
  n=3, vector vertex     :  -1.0
Electron mass shift, MS-bar, mu = m
  fine-structure constant: 0.007297353
  electron rest energy: 510.99895 keV
  alpha m/(4 pi): 0.296740 keV
  coefficient of 1/eps: 3.0000
  constant with (4-d) terms: 4.000000
  constant without (4-d) terms: 5.000000
  remainder from mass term: -2.000000
  remainder from slashed momentum: 1.000000
  pole minus MS-bar mass: 1.18696 keV
  same without (4-d) terms: 1.48370 keV
  effect of (4-d) terms: -0.29674 keV
  MS-bar mass at mu = m: 509.81199 keV
\end{verbatim}
